# Logarithmic-mean fluxes: Fick's law and nonnegative entropy production on a grid

## Two nodes with concentrations 1 and 2

Take two grid points a unit distance apart, with solute concentrations 1 and 2, and choose units in which the diffusivity and the thermal energy are both 1. Fick's law on this pair gives the flux $-(2-1)=-1$, directed from the richer point to the poorer.

Now drive the flux by chemical potential. For an ideal solute the potential difference is $\ln 2-\ln 1=\ln 2$. The flux is minus this difference times some concentration $M$ representing the interval, so Fick's value requires

$$M\ln 2=1,\qquad M=\frac{2-1}{\ln 2-\ln 1}.$$

This is the logarithmic mean of 1 and 2. The free energy changes at the rate flux times potential difference, $-\ln 2$, which is negative, as it must be for spontaneous mixing. Both properties hold for any two unequal positive concentrations. When the solute is more soluble at one node than at the other, the logarithmic-mean flux still never raises the free energy.

## The face flux and its mean

Let $c$ be the number of solute molecules per volume, and let

$$\mu=\mu^0+kT\ln\frac{c}{c_{\rm ref}},$$

where $k$ is Boltzmann's constant and $c_{\rm ref}$ a fixed reference concentration. The temperature $T$ is uniform. Nodes $K$ and $L$ lie a distance $d$ apart, with concentrations $a=c_K>0$ and $b=c_L>0$. The diffusivity $D$ is constant between them. Flux $J$ is positive from $K$ to $L$, and $\Delta$ means the value at $L$ minus the value at $K$.

The local transport law is

$$J=-\frac{Dc}{kT}\frac{d\mu}{dx}.$$

For uniform $\mu^0$, $d\mu/dx=(kT/c)\,dc/dx$, so $J=-D\,dc/dx$. If $J$ is constant between the nodes, $c$ is therefore linear there: $c=a+(b-a)\xi$ with $\xi=x/d$. Solving the transport law for $d\mu/dx$ and integrating over the interval gives

$$\Delta\mu=-\frac{kTJ}{D}\int_0^d\frac{dx}{c}
=-\frac{kTJd}{D}\int_0^1\frac{d\xi}{a+(b-a)\xi}.$$

For $a\ne b$ the last integral is $(\ln b-\ln a)/(b-a)$. Its inverse is the logarithmic mean,

$$\Lambda(a,b)=\frac{b-a}{\ln b-\ln a},\qquad \Lambda(a,a)=a,$$

and the discrete flux becomes

$$J=-\frac{D}{kT}\,\Lambda(a,b)\,\frac{\Delta\mu}{d}.\tag{1}$$

The average that enters is that of $1/c$, because successive slices of the interval carry the same flux and act as resistances in series.

**Recovery of Fick's law.** With equal $\mu^0$, the reference concentration cancels in the difference and $\Delta\mu=kT\ln(b/a)$. Equation (1) gives

$$J=-\frac{D}{d}\,\frac{b-a}{\ln(b/a)}\,\ln\frac{b}{a}=-D\,\frac{b-a}{d}.\tag{2}$$

No expansion in $b-a$ has been made. Conversely, if a mean $M$ is to give (2), then $M\ln(b/a)=b-a$, which fixes $M=\Lambda$ whenever $a\ne b$. At $a=b$ the flux vanishes for any finite $M$, and continuity selects $M=a$.

The identity concerns the two-point form of Fick's law. A grid solution of the time-dependent diffusion equation still carries the discretization error of that form.

**Other means.** Put $\delta=\ln(b/a)$. Then $b-a=2\sqrt{ab}\,\sinh(\delta/2)$ and $(a+b)/2=\sqrt{ab}\,\cosh(\delta/2)$. Dividing each mean by $\Lambda=(b-a)/\delta$ gives the factor by which it changes Fick's flux:

$$\text{arithmetic: }\frac{\delta}{2}\coth\frac{\delta}{2}\simeq1+\frac{\delta^2}{12},\qquad
\text{geometric: }\frac{\delta/2}{\sinh(\delta/2)}\simeq1-\frac{\delta^2}{24}.$$

At a concentration ratio of 10 the factors are 1.41 and 0.81. At a ratio of $10^6$, which can occur where solute enters an almost empty layer, they are 6.9 and 0.014.

**An empty node.** Let $b\to0$ at fixed $a$. Then $\Lambda\simeq a/\ln(a/b)\to0$ while $|\Delta\mu|\to\infty$, and their product stays finite: (2) gives $J\to Da/d$. Code that forms the two factors separately fails at $b=0$. For equal $\mu^0$ the concentration difference should be used directly.

## Entropy production of a face

Moving one molecule from $K$ to $L$ changes the free energy by $\Delta\mu$. At uniform temperature, the free energy lost is $T$ times the entropy created in the system and its heat bath together. The entropy production per face area is therefore

$$s=-\frac{J\,\Delta\mu}{T}=\frac{D}{kT^2d}\,\Lambda(a,b)\,(\Delta\mu)^2\ge0.\tag{3}$$

The sign follows because $b-a$ and $\ln b-\ln a$ have the same sign, so $\Lambda>0$. Equality holds only for $\Delta\mu=0$. Nothing in this argument requires equal $\mu^0$. It uses only that the mean is positive, so the arithmetic and geometric means in (1) also give $s\ge0$; what singles out $\Lambda$ is the identity (2).

For equal $\mu^0$, inserting $\Delta\mu=kT(b-a)/\Lambda$ gives

$$s=\frac{kD(b-a)^2}{d\,\Lambda(a,b)}.$$

The continuum production per volume is $-J(d\mu/dx)/T=kD(dc/dx)^2/c$. On the linear profile its integral is

$$kD\,\frac{(b-a)^2}{d^2}\int_0^d\frac{dx}{c}=kD\,\frac{(b-a)^2}{d^2}\,\frac{d}{\Lambda},$$

the same value. The discrete flux thus dissipates what the linear profile between the nodes would dissipate. If $b\to0$ at fixed $a$, then $s\simeq (kDa/d)\ln(a/b)$ diverges logarithmically although the flux is finite.

## A closed chain of cells

Let cell $i$ have fixed width $w_i$, and let no solute cross the two ends. Conservation reads

$$w_i\frac{dc_i}{dt}=-(J_{i+1/2}-J_{i-1/2}).$$

The free energy per cross-sectional area $A$ is

$$\frac FA=\sum_i w_i\left[kT\left(c_i\ln\frac{c_i}{c_{\rm ref}}-c_i\right)+\mu_i^0c_i\right].$$

Its derivative with respect to $c_i$ is $w_i\mu_i$, since the derivative of $c\ln(c/c_{\rm ref})-c$ is $\ln(c/c_{\rm ref})$. Hence

$$\frac{d}{dt}\frac FA=-\sum_i\mu_i(J_{i+1/2}-J_{i-1/2})
=\sum_iJ_{i+1/2}(\mu_{i+1}-\mu_i)=-T\sum_{\rm faces}s.\tag{4}$$

In the second step each interior flux was collected from its two cells: it leaves cell $i$ with factor $-\mu_i$ and enters cell $i+1$ with factor $+\mu_{i+1}$. The end fluxes are zero. With open ends, the free energy carried through them must be added to the balance.

## Finite time steps

Equation (4) holds at an instant. A time step needs its own argument.

**Implicit Euler.** The fluxes are evaluated at the new time. The function $F$ is convex, because the second derivative of $c\ln c-c$ is $1/c>0$. A convex function lies above its tangent plane, here taken at the new state:

$$F_{\rm old}\ge F_{\rm new}+A\sum_iw_i\mu_i^{\rm new}(c_i^{\rm old}-c_i^{\rm new}).$$

Rearranging, and using $w_i(c_i^{\rm new}-c_i^{\rm old})=-\Delta t(J_{i+1/2}-J_{i-1/2})^{\rm new}$ with the summation of (4),

$$F_{\rm new}-F_{\rm old}\le-\Delta t\,TA\sum_{\rm faces}s^{\rm new}\le0.$$

This requires positive new concentrations. For equal $\mu^0$ the equations are linear, and positivity follows at the cell $m$ with the smallest new value: its neighbours are no poorer, so no net solute leaves it, and $c_m^{\rm new}\ge c_m^{\rm old}>0$. The same reasoning at the smallest and largest values shows that zero old concentrations give only zero new ones, so the linear system has a unique solution. For equal $\mu^0$, therefore, neither positivity nor the decrease of $F$ sets an upper limit on $\Delta t$, although accuracy still does.

**Explicit Euler.** On a uniform grid of spacing $h$ with equal $\mu^0$, let $r=D\Delta t/h^2$. An interior cell becomes

$$c_i^{\rm new}=r\,c_{i-1}+(1-2r)c_i+r\,c_{i+1},$$

and an end cell keeps the fraction $1-r$ and takes $r$ from its neighbour. For $r\le1/2$ these weights $P_{ij}$ are nonnegative. They sum to 1 over $j$, and, being symmetric, also over $i$. For the convex function $\varphi(c)=kT[c\ln(c/c_{\rm ref})-c]$, Jensen's inequality gives

$$\sum_i\varphi(c_i^{\rm new})\le\sum_{i,j}P_{ij}\varphi(c_j)=\sum_j\varphi(c_j).$$

The term with $\mu^0$ is unchanged because the amount of solute is conserved, so $F$ cannot rise.

Above the bound it can. Take 40 cells alternating between 1.6 and 1.4, and $r=0.6$. Each interior deviation from 1.5 is multiplied by $1-4r=-1.4$. All concentrations remain positive, yet the free energy rises by 0.1155 in units of $kT$ times unit concentration and cell width. Positive concentrations alone do not certify a step.

## Unequal standard potentials

A phase boundary, a composition change or a stress can make $\mu^0$ differ between nodes. Let $u=\Delta\mu^0/kT$. Then $\Delta\mu=kT[\ln(b/a)+u]$, and (1) becomes

$$J=-\frac Dd\left[(b-a)+\Lambda(a,b)\,u\right].\tag{5}$$

This flux vanishes at $b/a=e^{-u}$, the equilibrium partition, while the plain Fick difference does not.

Return to the first example, with $a=1$ and $b=2$, and let $u=-1$. Now $\Delta\mu=\ln2-1<0$: the solute should move towards the richer node. Plain Fick flux is still $-1$, so the free energy changes at the rate $J\Delta\mu=1-\ln2=+0.307$, and entropy is destroyed. The logarithmic-mean flux gives $-(\ln2-1)^2/\ln2=-0.136$.

Equation (5) is no longer the exact constant-flux result between the nodes. If $\mu^0$ varies linearly, the transport law is $J=-(D/d)(dc/d\xi+uc)$. Multiplication by $e^{u\xi}$ turns the bracket into a derivative:

$$\frac{d}{d\xi}(ce^{u\xi})=-\frac{Jd}{D}e^{u\xi}
\quad\Rightarrow\quad
-\frac{Jd}{D}=\frac{u(be^u-a)}{e^u-1}.\tag{6}$$

With $m=(a+b)/2$ and $\Delta c=b-a$, the numerator contains $be^u-a=m(e^u-1)+\tfrac12\Delta c(e^u+1)$. The right side of (6) is therefore

$$mu+\Delta c\,\frac u2\coth\frac u2\simeq mu+\Delta c\left(1+\frac{u^2}{12}\right).$$

The corresponding quantity from (5) is $\Delta c+\Lambda u$. Since $\Delta c=2m\tanh(\delta/2)$, $\Lambda=\Delta c/\delta\simeq m(1-\delta^2/12)$. Using $\Delta c\simeq m\delta$ in the correction, (5) minus (6) is

$$-\frac{m u\delta^2}{12}-\frac{m\delta u^2}{12}=-\frac{mu\delta(u+\delta)}{12}.$$

Division by the leading flux $m(u+\delta)$ gives a relative error $-u\delta/12$, for small $u$ and $\delta$ away from equilibrium. For $u=0.1$ and $\delta=0.07$, the computed error is 0.9993 of this prediction. Steep but continuous potentials call for a finer grid or for (6) itself. At a sharp phase boundary $\mu^0$ jumps, so $u$ does not shrink as the grid is refined, and neither this estimate nor (6) applies to the interval containing the jump.

## A reaction front

Let solute arriving at a front react at the net rate $J=k_s(c_i-c_{\rm eq})$, where $c_i$ is the concentration at the front and $c_{\rm eq}$ that in equilibrium with the product. The free energy released per molecule is $kT\ln(c_i/c_{\rm eq})$, so the front produces entropy at the rate

$$s_r=k\,k_s(c_i-c_{\rm eq})\ln\frac{c_i}{c_{\rm eq}}\ge0.$$

This is the face structure again: $J=k_s\Lambda(c_i,c_{\rm eq})\ln(c_i/c_{\rm eq})$.

In a steady film of thickness $X$ with uniform $\mu^0$ and surface concentration $C^*$, every face carries the same $J$. The potential differences add, and the film produces $kJ\ln(C^*/c_i)$ on any grid. Film and front together produce $kJ\ln(C^*/c_{\rm eq})$.

If $c_{\rm eq}$ is negligible, $D(C^*-c_i)/X=k_sc_i$, hence

$$c_i=\frac{C^*}{1+k_sX/D}.\tag{7}$$

## Oxygen in a 100 nm silicon oxide

Use rough values for dry oxidation of (111) silicon at 1000 °C: $D=7\times10^{-9}$ cm²/s for dissolved molecular oxygen, $C^*=5\times10^{16}$ cm⁻³ and $k_s=8.5\times10^{-4}$ cm/s. With $X=10^{-5}$ cm,

$$\frac{k_sX}{D}=\frac{8.5\times10^{-4}\times10^{-5}}{7\times10^{-9}}=1.214,\qquad
c_i=\frac{5\times10^{16}}{2.214}=2.26\times10^{16}\ \text{cm}^{-3}.$$

Diffusion and reaction thus offer similar resistance. The flux is $k_sc_i=1.92\times10^{13}$ cm⁻² s⁻¹. The potential route agrees: the logarithmic mean is $3.45\times10^{16}$ cm⁻³, the potential drop is 0.0872 eV, and $kT=0.1097$ eV, so

$$\frac DX\Lambda\frac{|\Delta\mu|}{kT}=7\times10^{-4}\times3.45\times10^{16}\times\frac{0.0872}{0.1097}
=1.92\times10^{13}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Dividing by $2.2\times10^{22}$ oxygen molecules bound per cm³ of oxide gives a growth rate of 31 nm/h. On (100) silicon $k_s$ is smaller by a factor of about 1.7, and the rate would be near 24 nm/h. The film produces entropy at $2.1\times10^{-6}$ W m⁻² K⁻¹.

Solved on one interval, the logarithmic mean reproduces the flux from (7), the arithmetic mean is 2.6% high and the geometric mean 1.5% low. On four intervals the latter two errors shrink to 0.19% and 0.095%. A steady film with moderate concentration ratios therefore hardly distinguishes the means.

Filling an almost empty film separates the logarithmic mean clearly from the arithmetic one. Start with $10^{-6}C^*$ inside, hold the surface at $C^*$, block the far end and switch off the reaction. After 0.286 ms, the error-function solution for a deep layer gives $0.0455\,C^*$ at 40 nm. Relative to it, the logarithmic mean is 3.7% high with 20 intervals and 0.93% high with 40, a fall by about four on halving the spacing, as expected of a second-order scheme. The arithmetic mean is 14.6% high with 20 intervals. The geometric mean errs there by about as much as the logarithmic one, but on the low side. Nearer the surface the logarithmic mean is the more accurate of the two, and deeper in the tail the geometric one, so this test does not rank them.

**The real process.** The inputs were chosen in the regime of dry oxidation near atmospheric pressure, so the growth rate illustrates the model and does not confirm it. The largest neglected effect sized here is stress. Take 0.1 GPa and a molecular volume of 0.03 nm³, both rough, which give $u=0.17$. If the solution energy rises linearly by this amount towards the silicon, (6) with $J=k_sc_i$ lowers the flux by 12%. If instead the diffusivity is multiplied by $e^{-u}$ throughout the film, the flux falls by 9%. Both estimates hold $k_s$ fixed, although stress may change it too. Exchange of oxygen with the oxide network is left out and not sized. Very thin dry oxides grow faster than this model allows. With a rough decay length of 7 nm, the excess has decayed by a factor $6\times10^{-7}$ at 100 nm, but at zero thickness it exceeds the model's own rate, so it still adds roughly a fifth at 20 nm and cannot be ignored below about 30 nm.

Four other assumptions are safe for these inputs: ideality, a steady profile, uniform temperature and a negligible back reaction. With roughly $10^{21}$ available sites per cm³, dissolved oxygen fills about $5\times10^{-5}$ of them, which supports ideality. Diffusion across the film takes about 14 ms, against 115 s to grow 1 nm, which supports a steady profile. Reaction heat leaving through the oxide produces a temperature difference of order $10^{-8}$ K across the film. With a rough free energy release of 7 eV per oxygen molecule, $c_{\rm eq}/C^*=e^{-7/0.1097}\approx2\times10^{-28}$, so the back reaction is negligible. Diffusion then accounts for $0.0872/7$, or about 1.2%, of the total entropy production, and the reaction for the rest.

## Evaluating the mean

For nearly equal concentrations, the quotient defining $\Lambda$ subtracts two nearly equal logarithms. Let $z=(a-b)/(a+b)$. Then $a/b=(1+z)/(1-z)$, so $\ln(a/b)=2\,\mathrm{artanh}\,z$ and

$$\Lambda=\frac{a+b}{2}\,\frac{z}{\mathrm{artanh}\,z}
=\frac{a+b}{2}\left(1+\frac{z^2}{3}+\frac{z^4}{5}+\frac{z^6}{7}+\dots\right)^{-1}.$$

For $|z|<0.01$ the first omitted term, $z^8/9$, is about $10^{-17}$ at most, below double precision. For larger $|z|$, use $(a-b)/\ln(a/b)$. At $5\times10^{16}$ cm⁻³ and a relative difference of $10^{-12}$, subtracting separately computed logarithms gives a relative error of $1.7\times10^{-3}$, while the series gives $8\times10^{-17}$. The values used here are listed in the numerical output.

## Computed results

```
Temperature: 1273.15 K; kT: 0.10971 eV
O2 diffusivity (rough input): 7.00e-09 cm2/s
O2 surface concentration (rough input): 5.00e+16 cm^-3
Front rate constant (rough input): 8.50e-04 cm/s
Oxide thickness: 100.0 nm
O2 bound in oxide (rough input): 2.20e+22 cm^-3
Rate constant*thickness/diffusivity: 1.2143
Interface/surface concentration: 0.45161
Interface concentration: 2.2581e+16 cm^-3
Log-mean of the two: 3.4493e+16 cm^-3
O2 flux: 1.9194e+13 cm^-2 s^-1
Oxide growth rate: 31.41 nm/h
Chemical potential drop over film: 0.08721 eV
Film entropy production: 2.1065e-06 W m^-2 K^-1
Flux error, logarithmic mean, 1 and 4 intervals: 0.000 %, 0.000 %
Flux error, arithmetic mean, 1 and 4 intervals: 2.619 %, 0.188 %
Flux error, geometric mean, 1 and 4 intervals: -1.489 %, -0.095 %
Face flux/Fick flux at ratio 1e+01: arithmetic 1.4071, geometric 0.8090
Face flux/Fick flux at ratio 1e+06: arithmetic 6.9078, geometric 0.0138
Filling test: background/surface concentration 1e-06
Filling test: time 0.2857 ms, depth 40.0 nm
Filling test: error-function concentration/surface: 0.04550
Filling error, log mean, 20 intervals: 3.690 %
Filling error, log mean, 40 intervals: 0.926 %
Filling error, arithmetic mean, 20 intervals: 14.575 %
Near-equal inputs, relative error of plain quotient: 1.7e-03
Near-equal inputs, relative error of series: 8.0e-17
Explicit step D*dt/h^2=0.6, free-energy change: +0.1155 (scaled)
Potential step -1 kT, c=1 and 2, dF/dt plain Fick: +0.3069 (scaled)
Same step, dF/dt log mean: -0.1358 (scaled)
Error with potential slope / (-u*delta/12): 0.9993
Stress, O2 volume (rough inputs): 0.10 GPa, 0.030 nm3
Stress energy/kT: 0.1707
Flux change, stress on solution energy: -11.79 %
Flux change, stress on diffusivity: -9.26 %
O2 site density (rough input): 1.0e+21 cm^-3
Site filling at surface: 5.0e-05
Front speed*thickness/diffusivity: 1.25e-06
Diffusion time thickness^2/D: 0.0143 s
Time to grow 1 nm: 114.6 s
Reaction heat, conductivity (rough inputs): 9.0 eV, 2.0 W/(m K)
Temperature difference over film from heat: 1.4e-08 K
Reaction free energy release (rough input): 7.0 eV per O2
Back-reaction c_eq/surface concentration: 2.0e-28
Diffusion share of total entropy production: 1.25 %
Thin-oxide anomaly decay length (rough input): 7.0 nm
Anomaly decay factor at this thickness: 6.2e-07
```
